# Fractional charge of kinks in a trimerized chain: test program

```python
"""
Result under test: in a trimerized chain with hoppings
    t_j = t + u cos(2 pi j/3 + phi_j)
and one electron per three sites and spin, the smoothed excess electron density
is (d phi/dx)/(2 pi). A smooth kink of phase 2 pi p/3 holds p/3 electrons per spin.
Symbols: t mean hopping, u modulation, phi phase, a site spacing, ell kink width,
xi = hbar v/Delta coherence length, Delta half the gap, hbar v = sqrt(3) t a.
Inside the program energies are in units of t and lengths in units of a.
Non-interacting electrons; every density is for one spin.
"""
import numpy as np
from scipy.constants import e as e_charge
from scipy.integrate import quad

t_eV, a_nm = 1.0, 0.4
u, ell = 0.3, 12.0
third = 2 * np.pi / 3


def ring_matrix(phase, mod):
    size = len(phase)
    j = np.arange(size)
    hop = 1 + mod * np.cos(third * j + phase)
    h = np.zeros((size, size))
    h[j, (j + 1) % size] = -hop
    h[(j + 1) % size, j] = -hop
    return h


def gap_edges(phase, mod):
    """Top of lowest band and bottom of middle band of the uniform chain."""
    hop = 1 + mod * np.cos(third * np.arange(3) + phase)
    levels = []
    for sign in (1, -1):  # band extrema lie at cell momentum 0 and pi
        h = np.zeros((3, 3))
        h[0, 1] = h[1, 0] = -hop[0]
        h[1, 2] = h[2, 1] = -hop[1]
        h[0, 2] = h[2, 0] = -sign * hop[2]
        levels.append(np.linalg.eigvalsh(h))
    levels = np.array(levels)
    return levels[:, 0].max(), levels[:, 1].min()


def kink(x, width):
    return 4 / 3 * np.arctan(np.exp(x / width))


def smooth(density):
    """Three passes of the running three-site mean on a ring."""
    for _ in range(3):
        density = (np.roll(density, 1) + density + np.roll(density, -1)) / 3
    return density


def density_of(vectors, number):
    return np.sum(vectors[:, :number] ** 2, axis=1)


def pair_phase(size, width, p, offset=0.0):
    x = np.arange(size) + 0.5
    return offset + p * (kink(x - size / 4, width) - kink(x - 3 * size / 4, width))


# Bulk gap, for all uniform phases
low, high = gap_edges(0.0, u)
mid, half = (low + high) / 2, (high - low) / 2
min_gap = min(np.diff(gap_edges(f, u))[0] for f in np.linspace(0, 2 * np.pi, 121))
assert min_gap > 0.5 * 2 * u
xi = np.sqrt(3) / half
print(f"mean hopping t = {t_eV:.2f} eV, modulation u = {u * t_eV:.2f} eV")
print(f"site spacing a = {a_nm:.2f} nm, kink width ell = {ell * a_nm:.2f} nm")
print(f"gap edges at phi=0: {low * t_eV:.4f} and {high * t_eV:.4f} eV")
print(f"midgap = {mid * t_eV:.4f} eV, half gap Delta = {half * t_eV:.4f} eV")
print(f"smallest full gap over all phi = {min_gap * t_eV:.4f} eV")
print(f"coherence length xi = {xi * a_nm:.3f} nm = {xi:.3f} sites")

# Pinning: electronic energy of uniform phases
energy = [np.linalg.eigvalsh(ring_matrix(np.full(300, f), u))[:100].sum() / 300
          for f in (0.0, np.pi / 3, third)]
assert abs(energy[0] - energy[2]) < 1e-10
assert abs(energy[0] - energy[1]) > 1e-6
print(f"electronic energy per site and spin, phi=pi/3 minus phi=0: "
      f"{(energy[1] - energy[0]) * t_eV * 1e3:.4f} meV")

# The kink profile solves the static equation of the pinned phase
y = np.linspace(-40, 40, 81)
step = 0.05
second = (kink(y + step, ell) - 2 * kink(y, ell) + kink(y - step, ell)) / step**2
assert np.max(np.abs(second - np.sin(3 * kink(y, ell)) / (3 * ell**2))) < 1e-7


# Response function: integral against closed form, then lattice against both
def response_closed(s):
    return np.arcsinh(s) / (s * np.sqrt(1 + s * s))


def response_integral(s):
    def integrand(k):
        e1, e2 = np.hypot(k - s, 1), np.hypot(k + s, 1)
        return 1 / (e1 * e2 * (e1 + e2))
    return 2 * quad(integrand, 0, np.inf)[0]


for s in (0.01, 0.5, 2.0):
    assert abs(response_integral(s) - response_closed(s)) < 1e-7

weak, size, ripple = 0.1, 600, 0.05
edges = gap_edges(np.pi / 6, weak)
xi_weak = np.sqrt(3) / ((edges[1] - edges[0]) / 2)
print(f"ripple test: u/t = {weak:.2f}, phase amplitude = {ripple:.2f} rad")
for waves in (5, 15):
    q = 2 * np.pi * waves / size
    sites = np.arange(size)
    phase = np.pi / 6 + ripple * np.sin(q * (sites + 0.5))
    vec = np.linalg.eigh(ring_matrix(phase, weak))[1]
    amplitude = 2 / size * np.sum(density_of(vec, size // 3) * np.cos(q * sites))
    lattice_f = amplitude * 2 * np.pi / (q * ripple)
    formula_f = response_closed(q * xi_weak / 2)
    assert abs(lattice_f - formula_f) < 0.03  # lattice corrections to Dirac bands
    print(f"  q xi = {q * xi_weak:.3f}: F lattice = {lattice_f:.4f}, "
          f"F formula = {formula_f:.4f}")

# Smooth kink and antikink on one ring, filled up to midgap
size = 900
print(f"kink-antikink ring: {size} sites")
for p, offset in ((1, 0.0), (2, 0.0), (1, np.pi / 3)):
    phase = pair_phase(size, ell, p, offset)
    val, vec = np.linalg.eigh(ring_matrix(phase, u))
    number = int(np.sum(val < mid))
    assert number == size // 3
    dens = density_of(vec, number)
    excess = smooth(dens) - 1 / 3
    q_kink, q_anti = excess[:size // 2].sum(), excess[size // 2:].sum()
    assert abs(q_kink - p / 3) < 1e-6 and abs(q_anti + p / 3) < 1e-6
    print(f"  p={p}, origin {offset:.3f} rad: kink {q_kink:.6f}, "
          f"antikink {q_anti:.6f} electrons per spin")
    if p == 1 and offset == 0.0:
        charge_one = q_kink
        raw = [np.sum(dens[:size // 2 + c] - 1 / 3) for c in range(3)]
        assert max(raw) - min(raw) > 0.01
        upper = smooth(density_of(vec, 2 * size // 3)) - 2 / 3
        q_upper = upper[:size // 2].sum()
        assert abs(q_upper + 1 / 3) < 1e-6
        law = 1 / (3 * np.pi * ell * np.cosh((np.arange(size) - size / 4) / ell))
        part = slice(0, size // 2)
        dev_main = np.max(np.abs(excess[part] - law[part])) / law.max()
        peak_lattice, peak_law = excess[part].max(), law.max()
print("raw sums for three neighbouring right cuts: "
      + ", ".join(f"{r:.4f}" for r in raw) + " electrons")
print(f"kink at two-thirds filling: {q_upper:.6f} electrons per spin")
print(f"kink charge per spin = {-charge_one:.6f} e = {-charge_one * e_charge:.5e} C")
print(f"peak excess density: lattice {peak_lattice:.6f}, "
      f"gradient law {peak_law:.6f} electrons per site")

# Local law improves for weaker modulation and wider kink
size_wide, ell_wide = 1500, 50.0
vec = np.linalg.eigh(ring_matrix(pair_phase(size_wide, ell_wide, 1), weak))[1]
excess = smooth(density_of(vec, size_wide // 3)) - 1 / 3
law = 1 / (3 * np.pi * ell_wide
           * np.cosh((np.arange(size_wide) - size_wide / 4) / ell_wide))
part = slice(0, size_wide // 2)
dev_wide = np.max(np.abs(excess[part] - law[part])) / law.max()
assert dev_wide < 0.06 and dev_wide < dev_main
print(f"largest local deviation / peak, u/t={u:.1f}, ell={ell:.0f}a: "
      f"{100 * dev_main:.2f} %")
print(f"largest local deviation / peak, u/t={weak:.1f}, ell={ell_wide:.0f}a: "
      f"{100 * dev_wide:.2f} %")

# Three equal kinks restore the pattern and hold an integer
x = np.arange(size) + 0.5
phase = sum(kink(x - c, ell) for c in (150, 450, 750))
val, vec = np.linalg.eigh(ring_matrix(phase, u))
number = int(np.sum(val < mid))
assert number == size // 3 + 1
excess = smooth(density_of(vec, number)) - 1 / 3
three = [excess[i:i + 300].sum() for i in (0, 300, 600)]
assert np.max(np.abs(np.array(three) - 1 / 3)) < 1e-4  # kink tails overlap slightly
print(f"three kinks on {size} sites: {number} levels below midgap, "
      f"excess {number - size / 3:.0f}")
print("  single charges: " + ", ".join(f"{c:.5f}" for c in three) + " electrons")


# Sharp kink: gap level and its filling
def sharp_ring(cells):
    sites = np.arange(3 * cells - 1)
    return third * (sites >= 3 * (cells // 2))


cells = 300
phase = sharp_ring(cells)
val, vec = np.linalg.eigh(ring_matrix(phase, u))
level = val[cells - 1]
assert low < level < high
window = slice(225, 675)
weight = np.sum(vec[window, cells - 1] ** 2)
assert weight > 0.999
filled = np.sum((smooth(density_of(vec, cells)) - 1 / 3)[window])
empty = np.sum((smooth(density_of(vec, cells - 1)) - 1 / 3)[window])
assert abs(filled - 1 / 3) < 1e-6 and abs(empty + 2 / 3) < 1e-6
print(f"sharp kink on {len(phase)} sites: gap level at {level * t_eV:.4f} eV, "
      f"(E - midgap)/Delta = {(level - mid) / half:.4f}")
print(f"  level filled: {filled:.6f}, level empty: {empty:.6f} electrons per spin")
for up, down, name in ((filled, filled, "2 electrons, spin 0"),
                       (filled, empty, "1 electron, spin 1/2"),
                       (empty, empty, "0 electrons, spin 0")):
    total = -(up + down)
    print(f"  level with {name}: charge {total:+.5f} e = {total * e_charge:+.4e} C")

# Bound-level energy in the weak-modulation limit
ratios = []
for mod in (0.02, 0.04):
    edge = gap_edges(0.0, mod)
    val = np.linalg.eigvalsh(ring_matrix(sharp_ring(500), mod))
    ratios.append((val[499] - sum(edge) / 2) / ((edge[1] - edge[0]) / 2))
    print(f"sharp kink, u/t = {mod:.2f}: (E - midgap)/Delta = {ratios[-1]:.5f}")
limit = 2 * ratios[0] - ratios[1]
predicted = -np.cos(third / 2)
assert abs(limit - predicted) < 0.01  # remainder of linear extrapolation
print(f"extrapolated to u=0: {limit:.5f}, Dirac formula: {predicted:.5f}")
print("no test failed")
```

It prints:

```
mean hopping t = 1.00 eV, modulation u = 0.30 eV
site spacing a = 0.40 nm, kink width ell = 4.80 nm
gap edges at phi=0: -1.3000 and -0.7166 eV
midgap = -1.0083 eV, half gap Delta = 0.2917 eV
smallest full gap over all phi = 0.5834 eV
coherence length xi = 2.375 nm = 5.937 sites
electronic energy per site and spin, phi=pi/3 minus phi=0: -0.6709 meV
ripple test: u/t = 0.10, phase amplitude = 0.05 rad
  q xi = 0.907: F lattice = 0.8826, F formula = 0.8821
  q xi = 2.721: F lattice = 0.4871, F formula = 0.4852
kink-antikink ring: 900 sites
  p=1, origin 0.000 rad: kink 0.333333, antikink -0.333333 electrons per spin
  p=2, origin 0.000 rad: kink 0.666667, antikink -0.666667 electrons per spin
  p=1, origin 1.047 rad: kink 0.333333, antikink -0.333333 electrons per spin
raw sums for three neighbouring right cuts: 0.4029, 0.4725, 0.3333 electrons
kink at two-thirds filling: -0.333333 electrons per spin
kink charge per spin = -0.333333 e = -5.34059e-20 C
peak excess density: lattice 0.008204, gradient law 0.008842 electrons per site
largest local deviation / peak, u/t=0.3, ell=12a: 7.21 %
largest local deviation / peak, u/t=0.1, ell=50a: 3.93 %
three kinks on 900 sites: 301 levels below midgap, excess 1
  single charges: 0.33333, 0.33333, 0.33333 electrons
sharp kink on 899 sites: gap level at -1.0476 eV, (E - midgap)/Delta = -0.1349
  level filled: 0.333333, level empty: -0.666667 electrons per spin
  level with 2 electrons, spin 0: charge -0.66667 e = -1.0681e-19 C
  level with 1 electron, spin 1/2: charge +0.33333 e = +5.3406e-20 C
  level with 0 electrons, spin 0: charge +1.33333 e = +2.1362e-19 C
sharp kink, u/t = 0.02: (E - midgap)/Delta = -0.47724
sharp kink, u/t = 0.04: (E - midgap)/Delta = -0.45398
extrapolated to u=0: -0.50049, Dirac formula: -0.50000
no test failed
```
